# Step Free Energy from Flat and Height-Shifted Boundaries by Thermodynamic Integration

## Definitions and conventions

A crystal surface is described by integer heights $h(x,y)$ on a square lattice of spacing $a$. Its energy is that of the solid-on-solid model,

$$E=J\sum_{\langle ij\rangle}|h_i-h_j| ,\qquad J>0,$$

where each nearest-neighbour bond is counted once. The lattice has $W$ columns in $x$ and $N$ rows in $y$. The heights are periodic in $y$. In $x$ they obey

$$h(x+W,y)=h(x,y)+s .$$

For $s=0$ the surface is flat on average. For $s=1$ it rises by one layer across the box, so that it must contain one step, running along $y$. Configurations that differ by a uniform change of all heights are counted once.

Temperature enters as the energy $\tau=k_BT$. The algebra is in atomic units, with energies in hartree and lengths in bohr; numbers are given in eV and angstrom. Two dimensionless variables are used throughout:

$$K=J/\tau,\qquad z=e^{-K}.$$

With $Z_s=\sum e^{-E/\tau}$, the free energy difference of the two boundaries is

$$\Phi\equiv\frac{F_1-F_0}{\tau}=-\ln\frac{Z_1}{Z_0}.$$

The step free energy per site is $\gamma=\tau g$ with $g=\lim_{N\to\infty}\Phi/N$, at a temperature below roughening and in a box wide enough for the periodic images of the step not to matter. The quantity $\gamma/a$ is the excess per length. It controls the size of facets in the equilibrium crystal shape: a facet shrinks as the free energy of its bounding steps falls.

## Two rows, by hand

Take $N=2$ and let the terraces be inert, so that the step position in each row is the only variable. In each row the step breaks one bond, at cost $J$. If the step is displaced by $n$ sites between row 1 and row 2, then $n$ vertical bonds are broken. Periodicity in $y$ makes row 2 also a neighbour of row 1 from the other side, which breaks $n$ more. The total energy is $2J+2J|n|$. The step in row 1 can stand at $W$ places, so

$$\frac{Z_1}{Z_0}=Wz^2\sum_{n=-\infty}^{\infty}z^{2|n|}
=Wz^2\left(1+\frac{2z^2}{1-z^2}\right)=Wz^2\,\frac{1+z^2}{1-z^2},$$

$$\Phi=2K-\ln W-\ln\frac{1+z^2}{1-z^2}. \tag{1}$$

A Metropolis simulation does not deliver partition functions directly, but it does deliver mean energies. Let $e$ be the mean energy with the step minus that without it, in units of $J$. Here

$$e-2=\frac{\sum_n 2|n|z^{2|n|}}{\sum_n z^{2|n|}}
=\frac{4z^2}{(1-z^2)^2}\,\frac{1-z^2}{1+z^2}=\frac{4z^2}{1-z^4},$$

where $\sum_{n\ge1}nu^n=u/(1-u)^2$ was used with $u=z^2$. Dividing by $z$ and integrating from zero temperature, $z=0$, gives

$$\int_0^z\frac{4z'}{1-z'^4}\,dz'=\int_0^{z^2}\frac{2\,du}{1-u^2}=\ln\frac{1+z^2}{1-z^2}.$$

This is the last term of (1). The energies supply the free energy of the kinks; the term $-\ln W$ comes from the number of straight steps and has to be put in at the cold end.

The example also shows why $\Phi/N$ is not yet $g$. With $K=1.6578$, $z=0.1906$ and $W=6$, equation (1) gives $\Phi=3.316-1.792-0.073=1.451$, or 0.73 per row. The long-step value derived below is 1.272.

## The integration identity in general

At fixed $J$, $Z_s=\sum e^{-KE/J}$, so $d\ln Z_s/dK=-\langle E\rangle_s/J$. Therefore

$$\frac{d\Phi}{dK}=\frac{\langle E\rangle_1-\langle E\rangle_0}{J}\equiv e(K).$$

The constant of integration follows from the ground states. For $s=0$ there is one, the flat surface. For $s=1$ the heights in every row must rise by one in total, so each row costs at least $J$. Equality requires a single unit jump per row, and zero vertical energy requires the jump to be at the same $x$ in all rows. There are $W$ such straight steps, each of energy $JN$. Hence $\Phi-KN\to-\ln W$ as $K\to\infty$.

The derivative of $\Phi-KN$ is $e-N$. Integrating it down from infinite $K$,

$$\Phi(K)=KN-\ln W-\int_K^\infty(e-N)\,dK' .$$

Since $dK'=-dz'/z'$, and $K'=\infty$ corresponds to $z'=0$,

$$\boxed{\;\Phi=KN-\ln W-\int_0^{z}\frac{e-N}{z'}\,dz'\;} \tag{2}$$

The integrand is regular at the cold end. A single kink cannot close on itself in $y$, so the cheapest excitation of a straight step is a pair of opposite kinks. The two kinks can be placed in $N(N-1)$ ordered ways, with weight $z^2$ and extra energy $2J$. Excitations of a flat terrace cost at least $4J$ for $W,N\ge3$. Thus, for $z$ so small that $Nz\ll1$,

$$e-N\simeq2N(N-1)z^2, \tag{3}$$

and the integrand starts linearly in $z$. For $N=2$, (3) reproduces the $4z^2$ found by hand.

## Measuring the energies

The sites are coloured like a chessboard, with $W$ and $N$ even, so that sites of one colour are not neighbours and can be updated together. Each site proposes its own random change of $+1$ or $-1$. If $m$ of its four neighbours lie strictly ahead in the proposed direction, those bonds shorten by one and the other $4-m$ lengthen by one. The energy change is $(4-2m)J$, and the move is accepted with probability $\min(1,z^{4-2m})$.

The directions must be independent from site to site. With one common direction, the reverse of a joint update would use the opposite direction for all sites, including those that had stayed put. Their rejection probabilities for the two directions generally differ, and detailed balance would be lost.

At the seam, the right-hand neighbour of the last column is the first column raised by $s$, and the left-hand neighbour of the first column is the last column lowered by $s$. Apart from this, both boundaries run the same code.

## How the free energy depends on step length

To extrapolate, one needs the approach of $\Phi/N$ to its limit. Consider again an isolated step on inert terraces, now with $N$ rows and displacements $n_1,\dots,n_N$. Periodicity of the heights requires $\sum_jn_j=0$. A displacement of $W$ would bring the step back to the same place in the box, but with the terrace one layer higher or lower, which the boundary in $y$ forbids. Writing the constraint as a Fourier integral,

$$\frac{Z_1}{Z_0}=W\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,\lambda(q)^N,\qquad
\lambda(q)=z\sum_n z^{|n|}e^{iqn}.$$

Two geometric series give

$$\lambda=z\left[1+\frac{ze^{iq}}{1-ze^{iq}}+\frac{ze^{-iq}}{1-ze^{-iq}}\right]
=\frac{z(1-z^2)}{1-2z\cos q+z^2}.$$

The denominator equals $(1-z)^2+2z(1-\cos q)$. Therefore

$$\ln\lambda(q)=\ln\lambda(0)-\ln[1+D(1-\cos q)],\qquad D=\frac{2z}{(1-z)^2}.$$

For large $N$ the integral is dominated by small $q$, so $g=-\ln\lambda(0)$:

$$g=K-\ln\frac{1+z}{1-z}. \tag{4}$$

The first term is the energy of the straight step and the second the free energy of its kinks, which is negative because their entropy outweighs their energy cost. At low temperature $g\simeq K-2z$. The expansion of $\ln\lambda$ starts with $-Dq^2/2$, so $D$ is the variance of the displacement per row, in squared sites.

For the corrections, expand to sixth order:

$$\ln\frac{\lambda(q)}{\lambda(0)}=-\frac{Dq^2}{2}+c_4q^4+c_6q^6+\dots,$$

$$c_4=\frac{D}{24}+\frac{D^2}{8},\qquad c_6=-\frac{D}{720}-\frac{D^2}{48}-\frac{D^3}{24}.$$

The Gaussian part integrates to $(2\pi DN)^{-1/2}$. In that Gaussian $q^2$ has mean $1/(DN)$, so $q^4$, $q^6$ and $q^8$ have means $3/(DN)^2$, $15/(DN)^3$ and $105/(DN)^4$. The remaining factor is $1+A/N+B/N^2+\dots$ with

$$A=\frac{3c_4}{D^2}=\frac{3+1/D}{8},\qquad
B=\frac{15c_6}{D^3}+\frac{105c_4^2}{2D^4}.$$

Its negative logarithm is $-A/N-(B-A^2/2)/N^2$. Inserting $c_4$ and $c_6$,

$$B-\frac{A^2}{2}=\frac{(3+1/D)^2}{12}-\frac58-\frac{5}{16D}-\frac{1}{48D^2}
=\frac{(1+1/D)(2+1/D)}{16}.$$

The finite-length law is therefore

$$\Phi=gN-\ln W+\tfrac12\ln(2\pi DN)-\frac{3+1/D}{8N}
-\frac{(1+1/D)(2+1/D)}{16N^2}+\dots \tag{5}$$

Each term has a meaning. The step may stand anywhere across the box, which lowers the free energy by $\ln W$. It must return to its starting point, which costs the half logarithm. The half logarithm holds for any step that wanders diffusively, while the coefficients of $1/N$ and $1/N^2$ are those of the isolated-step model.

Equation (5) also warns against reading a plateau. To leading order, $\Phi/N-g$ changes sign at $2\pi DN=W^2$ and is largest at $2\pi DN=\mathrm{e}W^2$, with $\mathrm{e}$ the base of natural logarithms, where its value is $1/(2N)$. For $W=6$ and $D=0.582$ these lengths are about 10 and 27 rows. Near 27 rows $\Phi/N$ is stationary, yet it lies about 0.02 above $g$.

## The procedure

1. Choose $W$, several lengths $N$, and Gauss–Legendre nodes $z_j$ with weights $w_j$ on $[0,z]$.
2. At each node, simulate both boundaries and record $e_j$.
3. Form $\Phi=KN-\ln W-\sum_jw_j(e_j-N)/z_j$. Independent replicas give its statistical error.
4. Fit $\Phi(N)$ with (5), taking $g$ and $D$ as unknowns and keeping $-\ln W$ fixed.
5. Repeat with another $W$, or estimate the omitted terms, to judge the systematic error.

## Worked example

Take $J=0.100$ eV, $a=2.90$ angstrom and $T=700$ K, so that $\tau=0.06032$ eV. The boxes have $W=6$ and $N=6,10,14,18$, with six nodes, 64 replicas and 2000 sweeps after 200 sweeps of equilibration.

For $N=18$ the measured excess energies $e-N$ at the six nodes are 0.0209, 0.5454, 1.9973, 3.5691, 5.1296 and 6.0421. Multiplied by $w_j/z_j$ they contribute

$$0.053+0.581+1.227+1.348+1.114+0.536=4.859 .$$

Equation (2) then reads $\Phi=29.840-1.792-4.859=23.189$, with a statistical error of 0.028.

The coldest node can be checked by hand. At $z=0.00643$, (3) predicts $2\cdot18\cdot17\,z^2=0.0253$, while the simulation gave 0.0209. Kink pairs are rare there and are sampled poorly. The deficit of 0.0044 enters $\Phi$ multiplied by $w/z=2.54$, which makes 0.011, below the statistical error.

The four lengths give:

| $N$ | $\Phi$ | $\tau\Phi/N$ (eV/site) |
|---|---|---|
| 6 | 7.270 ± 0.005 | 0.0731 |
| 10 | 12.690 ± 0.011 | 0.0765 |
| 14 | 17.981 ± 0.022 | 0.0775 |
| 18 | 23.189 ± 0.028 | 0.0777 |

A fit with (5), without its $1/N^2$ term, yields $g=1.2776\pm0.0016$ and $D=0.533\pm0.013$. Multiplying $g$ by $\tau$,

$$\gamma=0.0771\ \text{eV per site},\qquad \gamma/a=0.0266\ \text{eV/angstrom}.$$

Kinks have lowered the step free energy by 0.023 eV from its zero-temperature value $J$. A weighted straight line through $\Phi(N)$ gives 1.337 instead, 4.7 percent above the fit. The half logarithm accounts for most of this: between $N=6$ and 18 it adds $\tfrac12\ln3/12=0.046$ to the mean slope, and between 6 and 10 it adds $\tfrac12\ln(10/6)/4=0.064$.

The quoted errors are statistical, and here they are not the whole error. Formula (4) gives $g=1.2720$, lower than the fit by 0.0056, or 3.5 statistical errors. The fitted $D$ lies below the isolated-step value 0.582 by nearly four, and below the value 0.608 of the full surface, given in the next section, by nearly six. Part of the reason is the omitted term in (5). At $N=6$ and $D=0.582$ it equals $-0.018$, three times the statistical error of that point, and it fades at larger $N$. A fit without it sees too steep a rise and too small a constant, which raises $g$ and lowers $D$. Both shifts have the observed sign. Later terms of the series, also omitted, act in the same direction, and what then remains in $g$ is comparable with the noise. In $D$ a systematic part remains, because the correction coefficients in (5) are those of the isolated step. A sound statement is $g=1.27$ to 1.28.

The step stiffness $\tilde\beta$ suffers more. A step of stiffness $\tilde\beta$ has displacement variance $\tau\ell/\tilde\beta$ over a length $\ell$. Setting this equal to $Da^2$ for $\ell=a$ gives $\tilde\beta=\tau/(Da)$. The fitted $D$ yields 0.039 eV/angstrom, the isolated-step $D$ yields 0.036, and the full-surface value $D=0.608$ yields 0.034. The fitted stiffness is thus about 14 percent too high, although $g$ is good to half a percent.

## A reference without sampling

For narrow boxes $Z_1/Z_0$ can be computed without random numbers and with fluctuating terraces. Describe a row by the heights $d_i$ relative to its first site, cut off at $\pm2$, and let $r_d$ be the energy within the row in units of $J$. If the first site rises by $m$ from one row to the next, the vertical bonds cost $J\sum_i|m+d_i'-d_i|$. The matrix

$$T_\kappa(d,d')=e^{-K(r_d+r_{d'})/2}\sum_me^{i\kappa m}e^{-K\sum_i|m+d_i'-d_i|}$$

gives $Z_s$ as the average of $\mathrm{Tr}\,T_\kappa^N$ over $\kappa$. The average removes configurations with a net height change along $y$; sixteen equally spaced values of $\kappa$ were used.

For $W=4$ and $N=18$ this gives $\Phi=23.58962$; lifting the cutoff on the heights lowers this by 0.0002. Mean energies obtained by differentiating the same partition functions, inserted in (2) with the six nodes, give 23.58955. This tests the identity, its constant $-\ln W$ and the quadrature. The simulation is tested at $W=4$, $N=8$, where it gives $10.395\pm0.011$ against 10.404.

Narrowing the box from $W=4$ to 3 at $N=8$ raises $\Phi$ by 0.2914, against $\ln(4/3)=0.2877$. At this length the width acts almost entirely through the number of step positions, even in such narrow boxes.

The terraces hardly change (4) at this temperature. Between $N=12$ and 20, at $W=4$, the slope of $\Phi$ for the full surface exceeds that of the isolated step by 0.0005. Fitting the noise-free $W=4$ data at the four production lengths with the truncated law gives $g=1.2748$, which is 0.0028 above (4). The same fit to isolated-step data gives 1.2741, so the truncated fit has a bias of about 0.002 even without sampling noise, and about 0.003 with the weights of the production fit. The slope difference of 0.0005 is not a pure shift of $g$; it also contains a changed $1/N$ coefficient and narrow-box effects. The terraces change $D$ more than $g$. A height change of one layer along $y$ corresponds to a step displacement of $W$, so the largest eigenvalue $\lambda_1(\kappa)$ for $s=1$ gives $D=-W^2\,d^2\ln\lambda_1/d\kappa^2$ at $\kappa=0$. This is 0.605 at $W=4$ and 0.608 at $W=6$, about 4 percent above the isolated-step value.

## Comparison with a real surface

The parameters are rough values in the regime of close-packed steps on Ag(001). One number $J$ here sets both the step energy and the kink energy, which on a real metal are independent. Three neglected effects can be sized with assumed strengths.

**Second-neighbour bonds.** Let each be worth $\epsilon=0.010$ eV. Half of each broken bond is charged to the step. A straight step breaks two diagonal bonds per site, and each corner of a kink saves one. The straight step then costs $J+\epsilon$ per site and a kink of length $n$ costs $n(J+\epsilon)-\epsilon$. Summing kinks as before,

$$\gamma'=J+\epsilon-\tau\ln\left[1+\frac{2z}{1-z'}\right],\qquad z'=e^{-(J+\epsilon)/\tau},$$

which is 0.0107 eV above $\tau g$ with $g$ from (4).

**Vibrations.** If three modes per edge atom are softened to 0.95 of their terrace frequency, the classical free energy changes by $3\tau\ln0.95=-0.0093$ eV per site.

**Elastic repulsion.** Let two steps at distance $L$ repel with energy $C/L^2$ per length, with $C=0.05$ eV angstrom. The periodic images add $\sum_{m\ge1}C/(mL)^2=\pi^2C/(6L^2)$ per length. For $L=17.4$ angstrom this is 0.0008 eV per site. The present model has no such repulsion; in a simulation that included it, this shift would be an artefact of the box, falling as $1/W^2$.

The first two shifts are 14 and 12 percent of $\gamma$, about a hundred times its statistical error. For real silver the result is therefore limited by the energy model and not by the sampling. The fcc stacking of layers, which restricts the allowed heights, is also left out.

## Where the method stops working

As temperature rises, $\gamma$ falls and the step wanders more. Formula (4) vanishes when $(1+z)/(1-z)=1/z$, that is at $z=\sqrt2-1$, which is 1317 K for this $J$, above the melting point of silver. This is not the roughening temperature of the surface model. Formula (4) leaves out the terrace fluctuations, which grow with temperature, and it was compared with the full surface only at 700 K.

Above roughening the extrapolation in $N$ alone is misleading. Assume the usual long-wavelength description of a rough surface, a free energy $\tfrac12\Gamma|\nabla h|^2$ per site with stiffness $\Gamma$. The shifted boundary then imposes a uniform mean tilt $1/W$ on $WN$ sites, so

$$F_1-F_0=\frac{\Gamma}{2}\,\frac{1}{W^2}\,WN=\frac{\Gamma N}{2W}.$$

At fixed $W$ this is proportional to $N$ and looks like a step free energy, but it vanishes as $1/W$. A true step has a slope in $N$ that becomes independent of $W$. Close to roughening the two cases separate only in boxes wider than the correlation length of the surface, so the width must be varied there as well as the length.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
bond energy J: 0.100 eV
site spacing a: 2.90 angstrom
temperature: 700 K
thermal energy: 0.06032 eV
K = J/kBT: 1.6578 (no unit)
z = exp(-K): 0.1906 (no unit)
identity, largest error, W=4: 7.4e-05 kBT
W=4 N=8: direct 10.40394, integrated 10.40394 kBT
W=4 N=18: direct 23.58962, integrated 23.58955 kBT
dF change W=4 to W=3, N=8: 0.2914 kBT
ln(4/3): 0.2877 (no unit)
transfer-matrix fit g, W=4: 1.2748 kBT/site
full minus isolated-step slope: 4.7e-04 kBT/site
Monte Carlo W=4 N=8: 10.3951 +- 0.0106 kBT
replicas 64, sweeps 2000, burn-in 200 (counts)
production width W: 6 sites
N=18 node z=0.00643 weight=0.01632: e-N=0.0209 (units J)
N=18 node z=0.03228 weight=0.03437: e-N=0.5454 (units J)
N=18 node z=0.07254 weight=0.04458: e-N=1.9973 (units J)
N=18 node z=0.11802 weight=0.04458: e-N=3.5691 (units J)
N=18 node z=0.15828 weight=0.03437: e-N=5.1296 (units J)
N=18 node z=0.18413 weight=0.01632: e-N=6.0421 (units J)
N=6: dF=7.2704 +- 0.0054 kBT, dF/N=0.07309 eV/site
N=10: dF=12.6898 +- 0.0106 kBT, dF/N=0.07655 eV/site
N=14: dF=17.9807 +- 0.0217 kBT, dF/N=0.07747 eV/site
N=18: dF=23.1892 +- 0.0277 kBT, dF/N=0.07771 eV/site
fitted g: 1.2776 +- 0.0016 kBT/site
closed-form g: 1.2720 kBT/site
straight-line g: 1.3373 kBT/site
straight-line bias: 4.7 percent
fitted D: 0.533 +- 0.013 site^2/row
isolated-step D: 0.582 site^2/row
step free energy: 0.07707 +- 0.00010 eV/site
step free energy per length: 0.02658 +- 0.00003 eV/angstrom
closed form: 0.07673 eV/site
entropy lowering J - gamma: 0.02293 eV/site
step stiffness: 0.0390 eV/angstrom
assumed second-neighbour bond: 0.010 eV
its shift of gamma: +0.01067 eV/site
assumed edge frequency ratio: 0.95 (no unit)
its shift of gamma: -0.00928 eV/site
assumed elastic strength: 0.050 eV angstrom
its image shift of gamma: +0.000788 eV/site
closed form reaches zero at: 1317 K
```
